# Why a measured hadronic cross section must be undressed before dispersion: a numerical check

```python
"""Result under test: a measured (dressed) e+e- -> hadrons cross section equals
the bare one divided by |1-Pi|^2. Only the bare one gives the 1PI polarization
Pi by dispersion; dressed data in all channels give 1/(1-Pi)-1 instead.
Conventions: natural units, energies in GeV, s = E^2 above the cut, Pi(0)=0,
full photon propagator ~ 1/(s(1-Pi)), Im Pi = -alpha R/3.
Model: three resonances (bare mass M, strong width G0, bare electronic width
Gee), a continuum, and one-loop e, mu, tau polarization.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

alpha = const.fine_structure
pi = np.pi
lepton_masses = [const.physical_constants[name + " mass energy equivalent in MeV"][0]
                 * 1e-3 for name in ("electron", "muon", "tau")]
resonances = {"L": (0.8, 8e-3, 0.6e-6),
              "M": (1.0, 4e-3, 1.25e-6),
              "H": (3.0, 0.08e-3, 5e-6)}
hadron_threshold = 0.3
continuum_mass, continuum_R = 2.0, 4.0


def loop(s, mass):
    """One-loop polarization of a unit-charge fermion, for real s."""
    s = np.asarray(s, dtype=float)
    tau = 4 * mass**2 / s
    root = np.sqrt(np.abs(1 - tau))
    # Between zero and threshold the function is real: use the arctangent form.
    below_threshold = 2 * root * np.arctan2(1.0, root)
    elsewhere = root * (2 * np.log(1 + root) + np.log(np.abs(s) / (4 * mass**2))
                        - 1j * pi * (s > 0))
    log_term = np.where((s > 0) & (tau > 1), below_threshold, elsewhere)
    return alpha / (3 * pi) * (-5 / 3 - tau + (1 + tau / 2) * log_term)


def pair_R(s, mass):
    beta = np.sqrt(max(0.0, 1 - 4 * mass**2 / s))
    return beta * (3 - beta**2) / 2


def coupling(name):
    M, G0, Gee = resonances[name]
    return 3 * Gee / (alpha * M)


def width_term(s, name):
    M, G0, Gee = resonances[name]
    momentum = np.sqrt(np.asarray(s, dtype=float) - hadron_threshold**2 + 0j)
    return M * G0 * momentum / np.sqrt(M**2 - hadron_threshold**2)


def inverse_resonance(s, name):
    return s - resonances[name][0]**2 + 1j * width_term(s, name)


def component(s, name):
    if name == "continuum":
        return continuum_R * loop(s, continuum_mass)
    return coupling(name) * s / inverse_resonance(s, name)


def leptonic(s):
    return sum(loop(s, m) for m in lepton_masses)


parts = list(resonances) + ["continuum"]


def hadronic(s):
    return sum(component(s, name) for name in parts)


def total(s):
    return leptonic(s) + hadronic(s)


def energy_grid(extra=()):
    """Gauss panels refined geometrically at thresholds and resonances."""
    centers = [2 * m for m in lepton_masses]
    centers += [hadron_threshold, 2 * continuum_mass, *extra]
    for M, G0, Gee in resonances.values():
        centers += [M, M + 1.5 * Gee / alpha]
    offsets = 1e-9 * 2.0**np.arange(51)
    offsets = np.concatenate([-offsets, [0.0], offsets])
    edges = np.unique(np.add.outer(centers, offsets).ravel())
    lowest = 2 * lepton_masses[0]
    edges = edges[edges >= lowest]
    x, w = np.polynomial.legendre.leggauss(12)
    half = np.diff(edges) / 2
    E = ((edges[1:] + edges[:-1]) / 2)[:, None] + half[:, None] * x
    return E.ravel(), (half[:, None] * w).ravel(), edges[0], edges[-1]


# Tree-level muon-pair cross section from Dirac traces against the loop cut.
sigma = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.kron(sigma[2], np.eye(2))]
gamma += [np.kron(1j * sigma[1], pauli) for pauli in sigma]
metric = np.array([1.0, -1.0, -1.0, -1.0])


def trace_tensor(p, q, mass):
    p_slash = sum(metric[i] * p[i] * gamma[i] for i in range(4))
    q_slash = sum(metric[i] * q[i] * gamma[i] for i in range(4))
    unit = np.eye(4)
    return np.array([[np.trace((p_slash + mass * unit) @ gamma[i]
                               @ (q_slash - mass * unit) @ gamma[j])
                      for j in range(4)] for i in range(4)])


s_test, mu = 0.08, lepton_masses[1]
half_energy = np.sqrt(s_test) / 2
p_mu = np.sqrt(half_energy**2 - mu**2)
electron_tensor = trace_tensor(half_energy * np.array([1, 0, 0, 1]),
                               half_energy * np.array([1, 0, 0, -1]), 0.0)
sigma_tree = 0.0
for cosine, weight in zip(*np.polynomial.legendre.leggauss(4)):
    sine = np.sqrt(1 - cosine**2)
    k1 = np.array([half_energy, p_mu * sine, 0, p_mu * cosine])
    k2 = np.array([half_energy, -p_mu * sine, 0, -p_mu * cosine])
    contraction = np.sum(np.outer(metric, metric) * electron_tensor
                         * trace_tensor(k1, k2, mu)).real
    mean_square = (4 * pi * alpha)**2 / s_test**2 * contraction / 4
    sigma_tree += (2 * pi * weight * mean_square * p_mu / half_energy
                   / (64 * pi**2 * s_test))
R_tree = sigma_tree / (4 * pi * alpha**2 / (3 * s_test))


def feynman_integrand(x):
    argument = 1 - x * (1 - x) * s_test / mu**2
    return x * (1 - x) * np.log(complex(argument, -0.0))


root = np.sqrt(1 - 4 * mu**2 / s_test)
breaks = [(1 - root) / 2, (1 + root) / 2]
loop_real = quad(lambda x: feynman_integrand(x).real, 0, 1, points=breaks)[0]
loop_imag = quad(lambda x: feynman_integrand(x).imag, 0, 1, points=breaks)[0]
loop_quad = 2 * alpha / pi * (loop_real + 1j * loop_imag)
R_cut = -3 * loop_quad.imag / alpha
assert abs(loop_quad - loop(s_test, mu)) < 1e-8 * alpha
assert abs(R_tree - R_cut) < 1e-7
assert abs(R_tree - pair_R(s_test, mu)) < 1e-10

# Dressing by propagator-matrix inversion, without a Dyson series.
names = list(resonances)
for E in (0.5, 0.797, 1.002, 3.0, 3.00103, 5.0):
    s = E**2
    matrix = np.zeros((4, 4), complex)
    matrix[0, 0] = s * (1 - leptonic(s) - component(s, "continuum"))
    for i, name in enumerate(names, start=1):
        matrix[0, i] = matrix[i, 0] = np.sqrt(coupling(name)) * s
        matrix[i, i] = inverse_resonance(s, name)
    propagator = np.linalg.inv(matrix)
    for i, name in enumerate(names, start=1):
        produced = s * abs(propagator[0, i])**2 * width_term(s, name).real
        dressed = -component(s, name).imag / abs(1 - total(s))**2
        assert abs(produced / dressed - 1) < 1e-8

# Spacelike dispersion integrals with bare and dressed spectral functions.
Q2 = 1.0
E, dE, E_low, E_high = energy_grid()
s = E**2
kernel = Q2 / pi * 2 * E * dE / (s * (s + Q2))
dressing = 1 / np.abs(1 - total(s))**2
bare_hadronic = np.sum(kernel * -hadronic(s).imag)
naive_hadronic = np.sum(kernel * -hadronic(s).imag * dressing)
dressed_all = np.sum(kernel * -total(s).imag * dressing)
Pi_hadronic = float(hadronic(-Q2).real)
Pi_total = float(total(-Q2).real)
reducible = 1 / (1 - Pi_total) - 1
assert abs(bare_hadronic / Pi_hadronic - 1) < 1e-7
assert abs(dressed_all / reducible - 1) < 1e-7
assert abs(naive_hadronic / Pi_hadronic - 1) > 1e-3
area = {}
for name in parts:
    spectral = -component(s, name).imag
    area[name] = (np.sum(kernel * spectral), np.sum(kernel * spectral * dressing))


def factor_from_dressed_data(E0):
    """Undressing factor from a principal-value integral over dressed data."""
    E, dE, low, high = energy_grid((E0,))
    s, pole = E**2, E0**2
    density = -total(s).imag / np.abs(1 - total(s))**2 / s
    at_pole = float(-total(pole).imag / abs(1 - total(pole))**2 / pole)
    principal = np.sum(2 * E * dE * (density - at_pole) / (s - pole))
    principal += at_pole * np.log((high**2 - pole) / (pole - low**2))
    D = -pole / pi * principal - 1j * pole * at_pole
    return 1 / abs(1 + D)**2


recovered = {}
for E0 in (0.998, 1.002, 3.0, 3.00103):
    recovered[E0] = factor_from_dressed_data(E0)
    assert abs(recovered[E0] / abs(1 - total(E0**2))**2 - 1) < 1e-5

# Isolated-resonance laws against the complete polarization function.
report = {}
for name, (M, G0, Gee) in resonances.items():
    background = complex(total(M**2) - component(M**2, name))
    background_factor = abs(1 - background)**2
    ratio = 3 * Gee / (alpha * G0)
    rho = ratio * (1 / (1 - background)).real
    G_lepton = sum(Gee * pair_R(M**2, m) for m in lepton_masses) / background_factor
    w = 1 + G_lepton / G0
    trace = 1 + rho**2 + w**2
    f_high = (trace + np.sqrt(trace**2 - 4 * w**2)) / 2
    predicted = np.array([w**2 / f_high, f_high]) * background_factor
    x = np.linspace(-4, rho + 4, 200001)
    scan = np.abs(1 - total((M + x * G0 / 2)**2))**2
    extrema = np.array([scan.min(), scan.max()])
    assert np.all(np.abs(extrema / predicted - 1) < 5e-3)
    area_ratio = area[name][1] / area[name][0]
    area_law = 1 / (w * background_factor)
    assert abs(area_ratio / area_law - 1) < 3e-3
    report[name] = (ratio, background_factor, extrema, area_ratio, area_law,
                    rho * G0 / 2, G0 + G_lepton)


def dressed_line(offset, name):
    """Dressed resonance line at an offset in MeV from the bare mass."""
    s = (resonances[name][0] + offset * 1e-3)**2
    return float(-component(s, name).imag / abs(1 - total(s))**2)


shift = report["H"][5] * 1e3
width = report["H"][6] * 1e3
peak = minimize_scalar(lambda d: -dressed_line(d, "H"),
                       bounds=(shift - width, shift + width), method="bounded",
                       options={"xatol": 1e-9}).x
half_height = dressed_line(peak, "H") / 2
right = brentq(lambda d: dressed_line(d, "H") - half_height, peak, peak + 2 * width)
left = brentq(lambda d: dressed_line(d, "H") - half_height, peak - 2 * width, peak)
assert abs(peak / shift - 1) < 3e-3
assert abs((right - left) / width - 1) < 3e-3

print(f"1/alpha = {1/alpha:.6f}; hadron threshold = {hadron_threshold} GeV")
print(f"continuum: opens at {2*continuum_mass} GeV, asymptotic R = {continuum_R}")
print("lepton masses e, mu, tau (GeV): " + ", ".join(f"{m:.6g}" for m in lepton_masses))
print(f"muon pairs at s = {s_test} GeV^2: R tree = {R_tree:.8f}, R cut = {R_cut:.8f}")
for name, (M, G0, Gee) in resonances.items():
    r, bf, ext, ar, law, dm, gt = report[name]
    print(f"{name}: M = {M} GeV, G0 = {G0*1e3:.4g} MeV, bare Gee = {Gee*1e3:.4g} MeV")
    print(f"  3 Gee/(alpha G0) = {r:.5f}; background |1-b|^2 = {bf:.5f}")
    print(f"  |1-Pi|^2 minimum, maximum = {ext[0]:.6g}, {ext[1]:.6g}")
    print(f"  dressed/bare area: integral = {ar:.5f}, law = {law:.5f}")
    print(f"  predicted peak shift = {dm*1e3:.5f} MeV, full width = {gt*1e3:.5f} MeV")
print("Across M: offset (MeV), Re Pi, Im Pi, |1-Pi|^2, (1-Re Pi)^2")
for offset in (-6, -2, 0, 2, 6):
    value = complex(total((resonances["M"][0] + offset * 1e-3)**2))
    print(f"  {offset:+d}  {value.real:+.5f}  {value.imag:+.5f}  "
          f"{abs(1-value)**2:.5f}  {(1-value.real)**2:.5f}")
print(f"H numerical peak shift = {peak:.5f} MeV, full width = {right-left:.5f} MeV")
print(f"H at bare mass: |Pi| = {abs(total(resonances['H'][0]**2)):.4f}")
print("Undressing factor recovered from dressed data alone:")
for E0, value in recovered.items():
    print(f"  E = {E0:.5f} GeV: {value:.6g}; direct {abs(1-total(E0**2))**2:.6g}")
print(f"Spacelike integrals at Q^2 = {Q2} GeV^2 (dimensionless):")
for name in parts:
    b, d = area[name]
    print(f"  {name}: bare = {b:.7e}, dressed = {d:.7e}, change = {100*(d/b-1):+.3f} %")
print(f"  hadronic Pi: closed form = {Pi_hadronic:.8e}")
print(f"  hadronic Pi: bare integral = {bare_hadronic:.8e}")
print(f"  naive dressed hadronic integral = {naive_hadronic:.8e}")
print(f"  naive error = {100*(naive_hadronic/Pi_hadronic-1):+.3f} %")
print(f"  total Pi = {Pi_total:.8e}")
print(f"  1/(1-Pi)-1 = {reducible:.8e}")
print(f"  dressed integral, all channels = {dressed_all:.8e}")
print("verified")
```

Printed output:

```
1/alpha = 137.035999; hadron threshold = 0.3 GeV
continuum: opens at 4.0 GeV, asymptotic R = 4.0
lepton masses e, mu, tau (GeV): 0.000510999, 0.105658, 1.77682
muon pairs at s = 0.08 GeV^2: R tree = 0.85020236, R cut = 0.85020236
L: M = 0.8 GeV, G0 = 8 MeV, bare Gee = 0.0006 MeV
  3 Gee/(alpha G0) = 0.03083; background |1-b|^2 = 0.97862
  |1-Pi|^2 minimum, maximum = 0.948637, 1.00961
  dressed/bare area: integral = 1.02188, law = 1.02169
  predicted peak shift = 0.12467 MeV, full width = 8.00123 MeV
M: M = 1.0 GeV, G0 = 4 MeV, bare Gee = 0.00125 MeV
  3 Gee/(alpha G0) = 0.12847; background |1-b|^2 = 0.97391
  |1-Pi|^2 minimum, maximum = 0.855487, 1.10964
  dressed/bare area: integral = 1.02640, law = 1.02613
  predicted peak shift = 0.26036 MeV, full width = 4.00257 MeV
H: M = 3.0 GeV, G0 = 0.08 MeV, bare Gee = 0.005 MeV
  3 Gee/(alpha G0) = 25.69425; background |1-b|^2 = 0.97157
  |1-Pi|^2 minimum, maximum = 0.00181442, 662.385
  dressed/bare area: integral = 0.91192, law = 0.91194
  predicted peak shift = 1.04269 MeV, full width = 0.09029 MeV
Across M: offset (MeV), Re Pi, Im Pi, |1-Pi|^2, (1-Re Pi)^2
  -6  -0.02508  -0.01758  1.05109  1.05078
  -2  -0.05098  -0.06893  1.10930  1.10455
  +0  +0.01314  -0.13335  0.99167  0.97389
  +2  +0.07749  -0.06931  0.85582  0.85102
  +6  +0.05200  -0.01788  0.89902  0.89870
H numerical peak shift = 1.04323 MeV, full width = 0.09036 MeV
H at bare mass: |Pi| = 25.6991
Undressing factor recovered from dressed data alone:
  E = 0.99800 GeV: 1.1093; direct 1.1093
  E = 1.00200 GeV: 0.855824; direct 0.855824
  E = 3.00000 GeV: 661.416; direct 661.416
  E = 3.00103 GeV: 0.00202459; direct 0.00202459
Spacelike integrals at Q^2 = 1.0 GeV^2 (dimensionless):
  L: bare = 1.8697949e-04, dressed = 1.9107135e-04, change = +2.188 %
  M: bare = 2.5638131e-04, dressed = 2.6314889e-04, change = +2.640 %
  H: bare = 6.8517424e-05, dressed = 6.2482244e-05, change = -8.808 %
  continuum: bare = 1.5085411e-04, dressed = 1.5738467e-04, change = +4.329 %
  hadronic Pi: closed form = 6.62732330e-04
  hadronic Pi: bare integral = 6.62732330e-04
  naive dressed hadronic integral = 6.74087146e-04
  naive error = +1.713 %
  total Pi = 1.33953654e-02
  1/(1-Pi)-1 = 1.35772374e-02
  dressed integral, all channels = 1.35772374e-02
verified
```
